\section*{Periodic virial stress for angular forces without unique pair forces, part 2}

The problem is to find the stress of a periodic cell of volume $V$ when the energy depends on triplets of atoms. Lengths are in nm, energies in eV and stresses in GPa; tension is positive.

A small constant matrix $\eta$ deforms positions and lattice vectors alike, so every bond vector becomes $(1+\eta)\mathbf d$. Indices $a,b$ are Cartesian, and repeated ones are summed. With $E$ the energy per cell, $W_{ab}=\partial E/\partial\eta_{ab}$ at $\eta=0$. Each unordered pair of bonds at a centre $i$ counts once, and $\phi(r_1,r_2,c)$ goes smoothly to zero at the cutoff $r_c$. Subscripts on $\phi$ such as $\phi_c$ are partial derivatives. The results cited below are
\begin{equation}
\sigma^{\rm pot}_{ab}=\frac{W_{ab}}V,\qquad
W_{ab}=\sum_{\rm triplets}\left(G_{1a}d_{1b}+G_{2a}d_{2b}\right),
\label{virial}
\end{equation}
\begin{equation}
\mathbf F_i=\mathbf G_1+\mathbf G_2,\qquad \mathbf F_j=-\mathbf G_1,\qquad \mathbf F_k=-\mathbf G_2
\label{forces}
\end{equation}
and, for the virial $\mathbf w$ of one triplet,
\begin{equation}
\operatorname{tr}\mathbf w=r_1\phi_{r_1}+r_2\phi_{r_2}.
\label{trace}
\end{equation}
A pair energy $\phi_2(r)$ adds $r\phi_2'\,\mathbf u\mathbf u$ per pair, with $\mathbf u$ along the bond.

Pair forces $\mathbf g_1,\mathbf g_2,\mathbf g_3$ on the sides $\mathbf d_1,\mathbf d_2,\mathbf d_3$ reproduce the atomic forces for any $\mathbf q$:
\begin{equation}
\mathbf g_1=\mathbf G_1+\mathbf q,\qquad \mathbf g_2=\mathbf G_2-\mathbf q,\qquad \mathbf g_3=\mathbf q,
\label{split}
\end{equation}
\begin{equation}
\mathbf g_1\mathbf d_1+\mathbf g_2\mathbf d_2+\mathbf g_3\mathbf d_3
=\mathbf G_1\mathbf d_1+\mathbf G_2\mathbf d_2+\mathbf q(\mathbf d_1-\mathbf d_2+\mathbf d_3).
\label{gauge}
\end{equation}
The choice that puts all three forces along their sides is
\begin{equation}
\mathbf q=-\frac{\phi_c}{r_1r_2}\mathbf d_3
=-\frac{\phi_c}{r_1}\mathbf u_2+\frac{\phi_c}{r_2}\mathbf u_1 .
\label{central}
\end{equation}

The short formula $-\sum_i\mathbf F_i\mathbf r_i$, with total forces and stored positions $\mathbf r_i$, gives $W$ for an isolated cluster. In a periodic cell it omits the work of straining the lattice vectors.

Two earlier examples return. The strained crystal is diamond stretched by 2% along $x$ at fixed width, with zero force on every atom. The triclinic test compared the virial with numerical strain derivatives for eight randomly displaced atoms in a sheared diamond-like cell.

\section*{Second half: images, planes and a recoil}

The symbols carried over are these. A triplet has bond vectors $\mathbf d_1,\mathbf d_2$ from its centre $i$ to images of $j$ and $k$, with lengths $r_1,r_2$, directions $\mathbf u_1,\mathbf u_2$ and $c=\mathbf u_1\cdot\mathbf u_2$. Its energy is $\phi$, and $\mathbf G_1,\mathbf G_2$ are the gradients of $\phi$ in the two bond vectors. The forces on $i,j,k$ are $\mathbf G_1+\mathbf G_2$, $-\mathbf G_1$ and $-\mathbf G_2$. The virial is $W=\sum(\mathbf G_1\mathbf d_1+\mathbf G_2\mathbf d_2)$, where $\mathbf{xy}$ means $x_ay_b$, and the potential stress is $W/V$, positive in tension. A split into pair forces has a free vector $\mathbf q$ on the third side $\mathbf d_3=\mathbf d_2-\mathbf d_1$. It leaves $W$ unchanged because the three sides close.

\textbf{Q.} If every split is allowed, I may store pair forces and multiply each by the nearest-image separation. Where could that go wrong?

\textbf{A.} At the third side. Suppose that $\mathbf d_3$ is wrapped separately to its nearest image, while the force on it remains $\mathbf q$. The vector used may then be $\mathbf d_3+\mathbf A$, with $\mathbf A$ a nonzero lattice vector. The sides no longer close, and (\ref{gauge}) acquires the error $\mathbf q\mathbf A$.

Take the angular energy
\begin{equation}
\phi=\Lambda\left(c+\tfrac13\right)^2
\exp\left(\frac g{r_1-r_c}+\frac g{r_2-r_c}\right)
\label{model}
\end{equation}
below the cutoff and zero beyond it, with $\Lambda=150$ eV, $g=0.16$ nm and $r_c=0.245$ nm. Let both arms be 0.196 nm long, the first along $x$, with 165$^\circ$ between them in the $xy$ plane. Then $c=-0.9659$, and the exponential factor times $\Lambda$ is 0.2187 eV. With the central choice (\ref{central}) for $\mathbf q$,
\begin{equation}
\begin{aligned}
\phi_c&=2(0.2187)(-0.6326)=-0.2767\ {\rm eV},\\
d_{3x}&=0.196(-0.9659-1)=-0.3853\ {\rm nm},\\
q_x&=-\frac{\phi_c\,d_{3x}}{r_1r_2}=-2.776\ {\rm eV/nm}.
\end{aligned}
\end{equation}
In a cubic cell of side $3r_c=0.735$ nm, half the side is 0.3675 nm. Wrapping therefore adds 0.735 nm to $d_{3x}$, and the error in $W_{xx}$ is $-2.776\times0.735=-2.040$ eV. The strain derivative of the energy gives $-2.192$ eV; the separately wrapped sum gives $-4.232$ eV. The error is 93\% of the correct value.

\textbf{Q.} The cell was longer than two cutoffs. How large must it be?

\textbf{A.} The third side obeys $|\mathbf d_3|\le r_1+r_2<2r_c$. In a cubic cell of side at least $4r_c$, each component is then smaller than half the side and wrapping cannot alter it. For the same triplet in a cell of side $4r_c$, both sums give $-2.192$ eV. This is a sufficient condition for a cubic cell. The better cure is to form $\mathbf d_3$ as $\mathbf d_2-\mathbf d_1$, or not to use it at all. With (\ref{virial}) and a full image sum, no minimum cell size is needed for a correct derivative.

\textbf{Q.} A derivative with respect to strain is still abstract. Stress ought to be a force per area across a cut. Without pair forces, how do you know which force crosses the cut?

\textbf{A.} Ask what each triplet does to the matter below the cut. Use a rectangular cell of length $\ell$ along $x$ and cross-section $S$, so $V=S\ell$. Put a plane at $x=p$. For a triplet with atoms $\alpha$ at $x_\alpha$ and forces $\mathbf F_\alpha$ from (\ref{forces}), the force on its atoms below the plane is
\begin{equation}
\mathbf f(p)=\sum_\alpha\theta(p-x_\alpha)\mathbf F_\alpha ,
\end{equation}
where $\theta$ is 1 for positive argument and 0 otherwise. If all three atoms lie on one side, $\mathbf f$ is zero, because the forces add to zero. A cut triplet contributes without our saying which atom pulls on which.

Now average over plane heights in one period. A plane meets all periodic copies of a triplet, and this is equivalent to letting $p$ run over the whole line for one copy. With $P$ above all three atoms,
\begin{equation}
\int\mathbf f(p)\,dp=\sum_\alpha(P-x_\alpha)\mathbf F_\alpha=-\sum_\alpha x_\alpha\mathbf F_\alpha .
\end{equation}
The $P$ term vanished because $\sum_\alpha\mathbf F_\alpha=0$. Insert the positions $x_i$, $x_i+d_{1x}$ and $x_i+d_{2x}$:
\begin{equation}
\begin{split}
-\sum_\alpha x_\alpha\mathbf F_\alpha={}&-x_i(\mathbf G_1+\mathbf G_2)+(x_i+d_{1x})\mathbf G_1\\
&+(x_i+d_{2x})\mathbf G_2
=\mathbf G_1d_{1x}+\mathbf G_2d_{2x}.
\end{split}
\end{equation}
Dividing by $\ell$ for the average and by $S$ for the area gives $W_{ax}/V$ after summation over triplets. The virial stress is the plane-averaged traction.

\textbf{Q.} An average can hide a great deal. Does any single plane have this traction?

\textbf{A.} Consider the slab between two planes that enclose one layer of atoms. The traction $\mathbf t$ on the upper face pulls it up, and the lower face pulls with the opposite sign. Therefore
\begin{equation}
\mathbf t(\text{above})-\mathbf t(\text{below})=\frac1S\sum_{i\,\in\,\rm layer}\mathbf F_i .
\label{jump}
\end{equation}
If every atom has zero force, all planes carry the same traction. In the crystal strained by 2\%, all eight distinct plane positions gave 24.607 GPa. When the forces on the atoms of a layer do not add to zero, the traction jumps across that layer.

\textbf{Q.} In a cascade the atoms also move. Where does the kinetic term enter?

\textbf{A.} Through momentum carried across the plane. In a time $dt$ an atom of mass $m$ and momentum $\mathbf p$ sweeps heights $v_x\,dt$, with $v_x=p_x/m$. Averaged over planes in a length $\ell$, the region below loses momentum at the rate $\mathbf p\,v_x/\ell$; for negative $v_x$ the sign correctly makes this a gain. Per area, the contribution is $-p_ap_x/(mV)$. The same holds for the other directions, and
\begin{equation}
\sigma_{ab}=\frac1V\left[W_{ab}-\sum_i\frac{p_{ia}p_{ib}}{m_i}\right].
\label{total}
\end{equation}
Momenta are taken relative to the mean flow, so that steady motion of the whole cell is not counted as stress.

The strain route agrees if momenta transform as $\mathbf p\to(1+\eta)^{-{\sf T}}\mathbf p$, where $-{\sf T}$ denotes the inverse transpose. This partner of $\mathbf r\to(1+\eta)\mathbf r$ keeps $\mathbf p\cdot d\mathbf r$ unchanged. To first order $\delta p_b=-\eta_{ab}p_a$, so the kinetic energy changes by $p_b\,\delta p_b/m=-\eta_{ab}p_ap_b/m$, as in (\ref{total}). No thermal equilibrium has been assumed, so the formula gives an instantaneous mechanical stress, which need not be a thermodynamic one.

\textbf{Q.} Show me a recoil, then, with numbers.

\textbf{A.} Use 64 carbon atoms in the diamond structure, in a cubic cell of side 0.7113 nm and volume 0.3599 nm$^3$. The bond length is 0.154 nm. To (\ref{model}) add the pair energy
\begin{equation}
\phi_2(r)=a_2\left(\frac{b_2}{r^4}-1\right)\exp\left(\frac s{r-r_c}\right),\qquad r<r_c,
\end{equation}
with $s=0.14$ nm. The constants $a_2=28.45$ eV and $b_2=2.2175\times10^{-4}$ nm$^4$ put a minimum of depth 3.7 eV at the bond length. This is a Stillinger--Weber-type potential with round parameters.

One atom starts with 20 eV along $[321]$, the others at rest. Removing the mean flow leaves $20(1-1/64)=19.69$ eV. With $\operatorname{tr}\sum\mathbf{pp}/m$ equal to twice the kinetic energy, the initial mean kinetic stress is
\begin{equation}
-\frac{2(19.69)}{3(0.3599)}=-36.5\ {\rm eV/nm^3}=-5.84\ {\rm GPa}.
\end{equation}
The potential stress is zero at first. After 4 fs the kinetic energy is 6.41 eV and the closest pair is 0.1169 nm apart. The mean kinetic stress has fallen in size to $-1.90$ GPa, while the potential part has reached $-12.75$ GPa. The compression has more than doubled, because the 13.28 eV turned into potential energy carries more virial than it did as motion.

\textbf{Q.} Which part of the potential makes that compression?

\textbf{A.} The three-body diagonal components are $-16.90$, $-14.16$ and $-8.39$ GPa, with mean $-13.15$ GPa. By (\ref{trace}) this mean enters entirely through the decay of (\ref{model}) with bond length. The angles still matter: at the ideal angle (\ref{model}) is zero, so only bent triplets have an energy that can decay. The pair terms together give $-12.75+13.15=+0.40$ GPa. The closest pair alone gives $-6.98$ GPa, so the other pairs supply a net tension of 7.38 GPa.

\textbf{Q.} What would the short formula $-\sum_i\mathbf F_i\mathbf r_i$ have reported?

\textbf{A.} For the $xx$ component it gives $-10.69$ GPa, against the correct $-10.89$ GPa. The closeness depends on how the atoms are stored. The recoil began in the middle of the cell, and bonds still at their ideal lengths and angles have zero gradients. The bonds through the walls supply a net $-0.20$ GPa. Store the recoil atom one cell vector further along $x$, and the formula gives $+137.86$ GPa for the same crystal. The bond-vector virial remains at $-10.89$ GPa.

The change of 148.55 GPa also gives the force on the recoil atom. It equals $-F_x\ell/V=-F_x/S$, so $F_x=-469$ eV/nm. By (\ref{jump}), the traction drops by the same 148.55 GPa as a plane passes this atom. Over all planes it ranges from $-129.85$ to $+24.94$ GPa, so this jump accounts for most of the spread. The average is $-10.89$ GPa.

\textbf{Q.} Suppose I colour each atom by a stress of its own. Is that quantity free of the pair choice too?

\textbf{A.} No. Give half of each side's virial to each of its end atoms, and compare a general $\mathbf q$ with $\mathbf q=0$. By (\ref{split}), one third of the trace changes by
\begin{equation}
\begin{aligned}
\Delta_i&=\tfrac16\,\mathbf q\cdot(\mathbf d_1-\mathbf d_2)=-\tfrac16\,\mathbf q\cdot\mathbf d_3,\\
\Delta_j&=\tfrac16\,\mathbf q\cdot(\mathbf d_1+\mathbf d_3)=\tfrac16\,\mathbf q\cdot\mathbf d_2,\\
\Delta_k&=\tfrac16\,\mathbf q\cdot(-\mathbf d_2+\mathbf d_3)=-\tfrac16\,\mathbf q\cdot\mathbf d_1 .
\end{aligned}
\end{equation}
The sum is zero, but the separate terms generally are not. For the recoil atom at 4 fs, the three-body share is $-13.27$ eV with $\mathbf q=0$ and $-16.55$ eV with central forces (\ref{central}), a difference of 25\% relative to the first. If each atom is assigned the volume $V/64$, these become $-378$ and $-471$ GPa. Both splits sum to $-29.53$ eV over the cell. An atomic stress map must therefore name its partition.

\textbf{Q.} How near is all this to implantation into real diamond?

\textbf{A.} It resembles one late, weak recoil. The energy needed to displace an atom permanently in diamond is roughly 40 eV, so 20 eV lies below it, and a full cascade needs a far larger cell. For the same local disturbance, the potential part of the cell-average stress falls as $1/V$: at 4 fs the virial $W$ is the same in a 216-atom cell to within 0.001 eV. The kinetic part follows $1/V$ only up to the mean-flow energy $20/N$ eV removed in a cell of $N$ atoms, which shifts $V$ times the total mean stress by 0.4\% between the two cells. The model has $C_{11}=1272$ GPa and $C_{12}=369$ GPa, against rough real values of 1100 and 120 GPa. The second is about three times too large, so the lateral stress under strain should not be used as a prediction. The bulk modulus $(C_{11}+2C_{12})/3=670$ GPa is also about 50\% above the real value of roughly 440 GPa, so the mean compressions quoted for the recoil are properties of the model, not predictions for diamond.

Real nuclei also break the classical assumption. The model's own vibrations, sampled in an eight-atom cell, give a zero-point pressure of about 6 GPa at the classical lattice constant; converged sampling of the wavevectors raises it by 0.2 GPa. The model's highest optical mode at zero wavevector lies near 2080 cm$^{-1}$, against 1332 cm$^{-1}$ in diamond, so the value indicates a size only. This is about 40\% of the total mean compression of 14.7 GPa at 4 fs, though it is a background present before the recoil. Classical motion at 300 K would have a kinetic pressure of 0.74 GPa. That is only the kinetic part of a classical thermal pressure, whereas the zero-point value is a full pressure, found from the change of vibrational energy with volume. The two should be neither added nor compared directly. Electronic drag, from the Lindhard--Scharff formula extrapolated to this low speed, would remove about 0.35 eV in 4 fs. Included as a friction force on the recoil, it reduces the mean compression at 4 fs by about 0.25 GPa: about 0.05 GPa in the kinetic part and 0.2 GPa in the potential part, because a slower recoil compresses its surroundings less. In a wide-gap insulator the drag at so low a speed may be much weaker than this formula gives.

At the pair separation of 0.1169 nm reached at 4 fs, the universal screened repulsion would give $-4.82$ GPa for the pair that gives $-6.98$ GPa here. That repulsion contains no bonding, so neither value is a reference at this distance. A smoothly joined repulsive pair term changes the numbers but leaves (\ref{total}) intact.

\textbf{Q.} When would the formula itself fail?

\textbf{A.} When its premises do. A potential that jumps at the cutoff has impulsive forces that (\ref{virial}) misses. An energy with an explicit dependence on volume, or on a fixed external field, has a further strain derivative. More bodies are no obstacle: if the energy is a smooth function of any number of bond vectors, each still transforms as $\mathbf d\to(1+\eta)\mathbf d$, and the virial is the sum of each gradient times its own bond vector. The numerical output lists the remaining stress components and the intermediate times.

\section*{Table of computed values}
\begin{verbatim}
Inputs: bond 0.154 nm, cutoff 0.245 nm, well 3.7 eV, angular prefactor 150.0 eV
Decay lengths: pair 0.14 nm, angular 0.16 nm
Pair constants: A = 28.4488 eV, B = 2.2175e-04 nm^4
Conversion: 1 eV/nm^3 = 0.16022 GPa
Triclinic test: largest force error 4.2e-08 eV/nm
Triclinic test: largest virial error 4.2e-08 eV
Triclinic test: largest virial component 11.892 eV
Triplet: arms 0.1960 nm, angle 165 deg, end-to-end 0.3886 nm
Cell side 3 cutoffs = 0.735 nm: virial xx true -2.1919 eV, closed -2.1919 eV, wrapped -4.2319 eV
Cell side 4 cutoffs = 0.980 nm: virial xx true -2.1919 eV, closed -2.1919 eV, wrapped -2.1919 eV
Model elastic constants: C11 = 1272 GPa, C12 = 369 GPa
Crystal strained 2 % along x: stress xx 24.607 GPa, yy 6.934 GPa
Same crystal: position-times-force stress xx 1.8e-12 GPa (magnitude)
Same crystal: plane traction xx from 24.607 to 24.607 GPa over 8 planes
Recoil cell: 64 atoms, side 0.7113 nm, volume 0.3599 nm^3, density 177.8 nm^-3
Recoil: 20.0 eV along [321], speed 0.01793 nm/fs
t = 0 fs: kinetic energy 19.688 eV, shortest distance 0.1540 nm, mean stress kinetic -5.84 GPa, potential 0.00 GPa
t = 1 fs: kinetic energy 18.176 eV, shortest distance 0.1379 nm, mean stress kinetic -5.39 GPa, potential -0.77 GPa
t = 2 fs: kinetic energy 13.914 eV, shortest distance 0.1244 nm, mean stress kinetic -4.13 GPa, potential -3.84 GPa
t = 3 fs: kinetic energy 8.561 eV, shortest distance 0.1165 nm, mean stress kinetic -2.54 GPa, potential -9.91 GPa
t = 4 fs: kinetic energy 6.410 eV, shortest distance 0.1169 nm, mean stress kinetic -1.90 GPa, potential -12.75 GPa
Energy drift over the run: 4.0e-05 eV
Stress at 4 fs, components xx yy zz yz xz xy, GPa:
  potential: -10.89 -13.62 -13.75 -7.24 -6.56 -8.12
  of which three-body: -16.90 -14.16 -8.39 2.37 -2.36 -7.75
  kinetic:   -2.80 -1.48 -1.43 -0.97 -0.85 -1.87
  total:     -13.68 -15.10 -15.19 -8.21 -7.41 -9.99
Position-times-force stress xx: -10.69 GPa; recoil atom moved by one cell vector: 137.86 GPa
Virial stress xx after the same move: -10.89 GPa
Plane traction xx at 4 fs: least -129.85 GPa, greatest 24.94 GPa, average -10.89 GPa
Recoil atom, one third of three-body virial trace: two-edge split -13.269 eV, three-side split -16.545 eV
Largest difference on any atom 3.277 eV; cell sums -29.532 and -29.532 eV
Neglected: zero-point energy 0.242 eV per atom, zero-point pressure 5.95 GPa
Neglected: classical kinetic pressure of 300 K motion 0.74 GPa
Neglected: electronic drag at start 7.86 eV/nm, loss in 4 fs 0.354 eV
Closest pair at 4 fs, 0.1169 nm: model pair energy 1.79 eV, universal screened repulsion 8.89 eV
Mean stress from that pair: model -6.98 GPa, screened repulsion -4.82 GPa
\end{verbatim}
